# Lindhard's Axial Critical Angle from the Barrier of an Atomic Row

**Q:** You say that a fast ion entering a crystal at a small angle to a row of atoms is steered away from the row, provided the angle is below some critical value. An ion of 1 MeV can run over any atomic potential that is not met almost head-on. How can a row stop it?

**A:** The row does not have to stop the ion. It has to reverse only the small part of the momentum that points towards the row. Let the ion have mass $M$, momentum $p$ and kinetic energy $E=p^2/2M$ far from the row, and let its path make an angle $\psi$ with the row. I treat the motion as classical and non-relativistic, keep the atoms fixed, and leave out energy loss to electrons. The momentum across the row is $p_\perp=p\sin\psi$, so the transverse kinetic energy is

$$\frac{p_\perp^2}{2M}=\frac{p^2}{2M}\sin^2\psi=E\sin^2\psi\approx E\psi^2 .$$

The next term of $\sin^2\psi=\psi^2-\psi^4/3+\dots$ gives a relative error of about $\psi^2/3$, which is below $10^{-4}$ for an angle of 14 mrad. At that angle $E\psi^2$ is about 200 eV for a 1 MeV ion, and a row of atoms can supply a repulsion of that size.

**Q:** Transverse energy is a useful quantity only if it is conserved. Each atom pushes the ion both sideways and along the row, so why should the two motions separate?

**A:** They separate if the ion passes many atoms while its distance $r$ from the row changes little. The separate pushes then act like their average, and I may replace the atoms by a potential smeared along the row. With atom spacing $d$ and ion–atom potential $V(R)$,

$$U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .$$

The integral over one atom, divided by $d$, equals the sum over all atoms averaged over one spacing. Since $U$ does not depend on $z$, there is no average force along the row. Then $p_z$ is constant, so $p_z^2/2M$ is constant, and subtracting it from the total energy leaves

$$E_\perp=\frac{p_\perp^2}{2M}+U(r)=\text{constant}.$$

Whether the averaging is allowed is a separate question, and it will decide what "high energy" means.

**Q:** Then give me $U$. I would like to see the integral, because two Coulomb logarithms that diverge at large $z$ can hide a factor of 2.

**A:** I take Lindhard's standard potential for an ion of atomic number $Z_1$ and row atoms of atomic number $Z_2$:

$$V(R)=Z_1Z_2e^2\left[\frac1R-\frac1{\sqrt{R^2+b^2}}\right],\qquad b=\sqrt3\,a .$$

Here $a$ is the screening length, and $e^2$ is in Gaussian form, $e^2=1.44$ eV nm; in SI it stands for the squared elementary charge divided by $4\pi\varepsilon_0$. I integrate each term between $-L$ and $L$:

$$\int_{-L}^{L}\frac{dz}{\sqrt{r^2+z^2}}=2\ln\frac{L+\sqrt{L^2+r^2}}{r}.$$

The second term is the same with $r$ replaced by $\sqrt{r^2+b^2}$. The difference is

$$2\ln\frac{\sqrt{r^2+b^2}}{r}+2\ln\frac{L+\sqrt{L^2+r^2}}{L+\sqrt{L^2+r^2+b^2}} .$$

As $L\to\infty$ the second logarithm vanishes, because its argument tends to 1. The first is $\ln(1+b^2/r^2)$. Therefore

$$U(r)=\frac{Z_1Z_2e^2}{d}\ln\left(1+\frac{3a^2}{r^2}\right).$$

**Q:** This grows without limit as $r\to0$. A barrier with no top cannot be equated to anything.

**A:** The logarithm has no top, but it has an energy scale. For $r\ll a$ the 1 inside the logarithm can be dropped:

$$U(r)\approx\frac{Z_1Z_2e^2}{d}\,2\ln\frac{\sqrt3\,a}{r}
=\frac{2Z_1Z_2e^2}{d}\ln\frac{\sqrt3\,a}{r}.$$

The factor 2 comes from the square of $r$. Each time the distance shrinks by a factor $\exp(1)$, the potential rises by the same amount,

$$E_1=\frac{2Z_1Z_2e^2}{d},$$

and this is what I call the characteristic barrier of the row.

**Q:** You chose a convenient screened potential. With another screening function the scale might be different.

**A:** It is not, as long as the screening function is smooth and equals 1 at the nucleus. Write $V(R)=Z_1Z_2e^2\,\varphi(R/a)/R$ with $\varphi(0)=1$, $0\le\varphi\le1$ and a bounded derivative $\varphi'$. The repulsive force of one atom is

$$-\frac{dV}{dR}=Z_1Z_2e^2\left[\frac{\varphi}{R^2}-\frac{\varphi'}{aR}\right],$$

and its component across the row carries a factor $r/R$. I average this along the row, multiply by $r$, and substitute $z=rt$, so that $R=rs$ with $s=\sqrt{1+t^2}$:

$$-r\frac{dU}{dr}=\frac{Z_1Z_2e^2}{d}\int_{-\infty}^{\infty}\left[\frac{\varphi(rs/a)}{s^3}-\frac ra\,\frac{\varphi'(rs/a)}{s^2}\right]dt .$$

When $r\to0$, $\varphi\to1$ at each fixed $t$. The second term is at most $\pi r/a$ times the bound on $|\varphi'|$, so it vanishes. What remains is

$$\int_{-\infty}^{\infty}\frac{dt}{(1+t^2)^{3/2}}=\left[\frac{t}{\sqrt{1+t^2}}\right]_{-\infty}^{\infty}=2 ,$$

and $-r\,dU/dr\to2Z_1Z_2e^2/d=E_1$. Close to the row the screening no longer matters, and the ion sees a line of charge $Z_2e$ per length $d$. At $r=0.001\,a$ the value of $-r\,dU/dr$, in units of $Z_1Z_2e^2/d$, is 1.99997 for Molière screening and 2.00000 for the standard potential.

**Q:** Very well, $E_1$ belongs to the row. Now use it.

**A:** I equate the transverse kinetic energy far from the row to the characteristic barrier and call the resulting angle $\psi_1$:

$$E\psi_1^2=\frac{2Z_1Z_2e^2}{d}
\quad\Longrightarrow\quad
\psi_1=\sqrt{\frac{2Z_1Z_2e^2}{E\,d}} .$$

The angle falls as $E^{-1/2}$, because a faster ion has more transverse energy at the same angle while the barrier stays the same. It grows with both nuclear charges and with closer packing along the row. The ion mass does not appear once $E$ is given, and neither does the screening length.

For numbers I take a model row with round parameters: $Z_1=2$, $Z_2=14$, $d=0.40$ nm, $a=0.020$ nm and $E=1$ MeV. Then

$$Z_1Z_2e^2=28\times1.44\ \text{eV nm}=40.32\ \text{eV nm},$$

$$E_1=\frac{2\times40.32}{0.40}\ \text{eV}=201.6\ \text{eV},\qquad
\psi_1=\sqrt{\frac{201.6}{10^6}}=14.2\ \text{mrad},$$

or $0.81^\circ$.

**Q:** You equated the energy to a scale, not to a height that the ion must climb. Why should the true limit be $\psi_1$ and not twice or half of it?

**A:** The derivation does not show that it is $\psi_1$ itself. Suppose the row steers the ion reliably as long as the ion stays farther away than some distance $r_c$. The limiting angle $\psi_c$ then follows from $E\psi_c^2=U(r_c)$. I divide by $E\psi_1^2=E_1$:

$$\psi_c=\alpha\psi_1,\qquad
\alpha^2=\frac{U(r_c)}{E_1}=\frac12\ln\left(1+\frac{3a^2}{r_c^2}\right).$$

So $\psi_1$ is the scale of the critical angle, and $\alpha$ is a prefactor that depends on how near the ion may come. For $\alpha=1$ the logarithm must equal 2, which gives $3a^2/r_c^2=\exp(2)-1$. I call this distance $r_1$:

$$r_1=\frac{\sqrt3\,a}{\sqrt{\exp(2)-1}}=0.685\,a .$$

In the example $r_1=0.0137$ nm. With $r_c=0.5\,a$ the prefactor is 1.13, with $r_c=a$ it is 0.83, and with $r_c=2a$ it is 0.53. If the permitted distance is comparable with $a$, equating $E\psi^2$ to $E_1$ gives the right size of the angle.

**Q:** What about an ion that is not aimed at the axis of the row? It also has angular momentum about that axis.

**A:** Part of its transverse energy is then kinetic even at closest approach, so $U(r)<E_\perp$ there and the ion turns farther out. At a given $E_\perp$, the ion aimed straight at the axis comes nearest, which makes it the severe case. I use that case below.

**Q:** Back to the averaging. The ion meets atoms, not a charged line. When is the smeared potential justified?

**A:** The turn near the row has to extend over several atoms. The force from the averaged potential is $F=-dU/dr$. I write $U=\tfrac12E_1[\ln(r^2+b^2)-2\ln r]$ and differentiate:

$$F=\frac{E_1}{2}\left[\frac2r-\frac{2r}{r^2+b^2}\right]=\frac{E_1\,b^2}{r\,(r^2+b^2)} .$$

The transverse motion obeys $M\,d^2r/dt^2=F$. Since $z\approx vt$ and $Mv^2=2E$,

$$\frac{d^2r}{dz^2}=\frac{F}{2E}.$$

Let $r_m$ be the closest distance, reached at $z=0$. If the force is held at its value there, the path is $r=r_m+Fz^2/4E$. The distance has doubled when $z^2=4Er_m/F$. Counting both sides, the length spent within $2r_m$ of the row is

$$\ell=4\sqrt{\frac{Er_m}{F}}=\frac{4r_m}{\psi_1}\sqrt{1+\frac{r_m^2}{b^2}},$$

where the last form uses $E_1=E\psi_1^2$. Now I put $r_m=r_1$. Since $r_1^2/b^2=1/(\exp(2)-1)$,

$$\frac{\ell}{d}=\frac{4\sqrt3\,\exp(1)}{\exp(2)-1}\,\frac{a}{d\,\psi_1}=2.95\,\frac{a/d}{\psi_1}.$$

If $\psi_1<a/d$, the encounter covers about three spacings or more. That is the high-energy condition. Squaring it and using $\psi_1^2=E_1/E$ gives

$$E>E_1\frac{d^2}{a^2}.$$

In the example $d/a=20$, so the boundary lies at $201.6\ \text{eV}\times400=80.6$ keV. At 1 MeV the angle of 14.2 mrad is well below $a/d=50$ mrad, and $\ell/d$ is 10.4.

**Q:** "Three spacings" does not sound like many. Is the transverse energy really conserved with so few atoms?

**A:** One can follow the ion by Newton's equations past separate atoms, without any averaging. I took ions aimed at the axis with $E_\perp=E_1$, and 24 starting positions spread evenly over one spacing, since the ion may arrive opposite an atom or between two.

At 1 MeV all 24 ions turned back, and $E_\perp$ changed by at most $5\times10^{-5}$ of $E_1$. Their closest distances lay between 0.01367 and 0.01378 nm, against $r_1=0.01370$ nm from the averaged potential. They spent on average 4.55 nm of path within $2r_1$, while the formula for $\ell$ gives 4.15 nm. The formula is too short because it holds the force at its largest value, whereas the true force weakens as the ion moves out.

At the boundary, 80.6 keV, all ions still turned back, and the largest change was 0.6% of $E_1$. For this row, then, the condition $\psi_1<a/d$ is sufficient at $E_\perp=E_1$, with some room to spare.

**Q:** Show me a case where it fails. Otherwise I cannot tell whether the condition means anything.

**A:** I lower the energy by a factor 16 from the boundary, to 5.04 keV. Then $\psi_1=200$ mrad, four times $a/d$, and $\ell/d$ falls to 0.74. The ion moves sideways by about $d\psi_1=0.08$ nm from one atom to the next, which is four screening lengths. It can pass through the gap between two atoms before either has turned it. Of the 24 ions, 10 crossed the row.

The largest change of transverse energy in this group was 23 times $E_1$. The total kinetic energy is $5040/201.6=25$ in the same units, so at least one ion was scattered through a large angle by a close collision. Formally $E\psi_1^2$ still equals $E_1$, but the barrier no longer exists as a continuous wall.

**Q:** Is there a replacement for $\psi_1$ at such energies?

**A:** The same reasoning gives an estimate in the limit where the ion must turn far outside the screening length. For $r\gg b$ the logarithm expands to $U\approx E_1b^2/2r^2$, and the encounter length becomes $\ell\approx4r^2/(\psi_1b)$. Requiring $\ell=d$ gives $r_c^2=d\psi_1b/4$, and then

$$\psi_c^2=\frac{U(r_c)}{E}=\psi_1^2\,\frac{b^2}{2r_c^2}=\frac{2b\,\psi_1}{d}
\quad\Longrightarrow\quad
\psi_c\sim\sqrt{\frac{a\,\psi_1}{d}} .$$

I drop the numerical factor, because the condition $\ell=d$ is too rough to fix it. For the standard potential this angle falls as $E^{-1/4}$ and depends on the screening length. The power of $E$ comes from the $1/r^2$ tail of $U$, which belongs to that potential; a screening function that decays exponentially gives a different dependence on energy. The expansion needs $r_c\gg b$, that is $d\psi_1\gg4b$. For the model row this means $\psi_1\gg0.35$ rad, which is beyond the small angles assumed here, so the expansion is controlled only for rows with a much smaller $a/d$. That is a limit of this derivation; it does not show that the estimate fails for the model row. I have not checked this estimate by following trajectories.

**Q:** Return to high energy. At 1 MeV your ions with $E_\perp=E_1$ were turned with hardly any disturbance. That suggests the row could turn ions with more transverse energy.

**A:** It can, if the atoms sit rigidly in line. As $E_\perp$ grows the ion comes nearer, and $\ell$ shrinks until single atoms matter. For $r_m\ll b$ the length is $\ell\approx4r_m/\psi_1$, and setting it equal to $d$ gives the estimate $r_c\approx d\psi_1/4$.

The proportionality to $d\psi_1$ can be derived without that guess. While the ion passes one atom at nearly constant distance $r$, it receives the transverse momentum

$$\Delta p_\perp=\frac1v\int\left(-\frac{\partial V}{\partial r}\right)dz=-\frac{d}{v}\frac{dU}{dr},$$

by the definition of $U$. I divide by $p$ and use $pv=2E$. The change of angle is

$$\Delta\psi=-\frac{d}{2E}\frac{dU}{dr}\approx\frac{d\,E_1}{2E\,r}=\frac{d\,\psi_1^2}{2r}\qquad(r\ll b).$$

Between atoms the distance changes by $\psi d$. Now I measure distance in units of $d\psi_1$ and angle in units of $\psi_1$, writing $r=d\psi_1s$ and $\psi=\psi_1\theta$. One step along the row becomes

$$\Delta\theta=\frac1{2s},\qquad \Delta s=\theta .$$

No parameter is left. Close to the row, all energies share one set of trajectories, so the breakdown occurs at a fixed value of $s$, and $r_c=s_c\,d\psi_1$.

**Q:** And what is the fixed value?

**A:** It depends on what one calls a breakdown. I raised $E_\perp$ from $E_1$ upwards until, for some starting position, the ion crossed the row or its transverse energy changed by more than $0.1\,E_1$. Applying the deflections atom by atom gives:

| $E$ (MeV) | $\psi_1$ (mrad) | $r_c/(d\psi_1)$ | $\alpha$ | $\psi_c$ (mrad) |
|---|---|---|---|---|
| 1 | 14.2 | 0.49 | 1.59 | 22.6 |
| 4 | 7.1 | 0.49 | 1.79 | 12.7 |
| 16 | 3.55 | 0.49 | 1.98 | 7.0 |

The ratio $r_c/(d\psi_1)$ stays constant, as the scaling requires. Its value is about twice the estimate of one quarter, so the averaging fails somewhat earlier than the condition $\ell=d$ suggests. The prefactor feels this little, because $r_c$ enters through a logarithm: the estimate gives $\alpha=1.79$ at 1 MeV instead of 1.59.

**Q:** So the limit is 22.6 mrad, not 14.2, and $\alpha$ even changes with energy. Does that not spoil the law $E^{-1/2}$?

**A:** It modifies the law by a slow factor. For $r_c\ll b$,

$$\alpha^2\approx\ln\frac{\sqrt3\,a}{s_c\,d\,\psi_1}=\text{constant}+\frac12\ln E ,$$

since $\psi_1\propto E^{-1/2}$. From 1 to 16 MeV this predicts a rise of $\alpha^2$ by $\tfrac12\ln16=1.39$, and the table gives $1.98^2-1.59^2=1.39$. Over the same range $\psi_1$ falls by a factor 4, while $\psi_c$ falls by $22.6/7.0=3.2$. For a rigid row, $\psi_1$ carries the main dependence on energy, charge and spacing, and the logarithm carries the rest.

**Q:** Real atoms vibrate. At 1 MeV your rigid-row limit lets the ion approach to roughly $r_c=2.8$ pm. I doubt that a row is that straight.

**A:** So do I. Thermal displacements in a solid are roughly of the order of 10 pm, larger than this $r_c$. An ion that close would find some atoms displaced towards it by more than its own distance from the row, and the rigid-row limit cannot be applied. The permitted distance then has to be larger than the displacements. For $r_c=10$ pm, which is $0.5\,a$ here, the formula for $\alpha$ gives 1.13 and an angle of about 16 mrad. With displacements of the same size, however, an ion that turns at this distance still meets some atoms much closer than the axis of the row, and they can change its transverse energy noticeably. So 16 mrad is not a safe limit for steering in that case. I have not followed ions past vibrating atoms, and I cannot give the prefactor for a real crystal.

**Q:** Then how should I quote the result to someone who wants a single formula?

**A:** Quote $\psi_1=\sqrt{2Z_1Z_2e^2/(Ed)}$ as the characteristic angle, valid for $\psi_1<a/d$. If the number is to be compared with a measured critical angle, state as well which closest distance $r_c$ you allow and which screened potential and screening length you use, because together they fix $\alpha$. The numerical output below lists the values for the model row.

## Computed results

```
Z1 = 2, Z2 = 14
row spacing d = 0.40 nm, screening length a = 0.020 nm
ion energy E = 1.0 MeV
e^2 = 1.4400 eV nm
Z1 Z2 e^2 = 40.32 eV nm
barrier E1 = 201.6 eV
psi1 = 14.20 mrad = 0.814 degrees
a/d = 50.0 mrad
-r dU/dr at r = 0.001 a, units Z1Z2e^2/d: Moliere 1.99997
  same, standard potential: 2.00000
r1 where U = E1: 0.01370 nm = 0.6852 a
r_c = 0.5 a: U/E1 = 1.282, alpha = 1.132
r_c = 1.0 a: U/E1 = 0.693, alpha = 0.833
r_c = 2.0 a: U/E1 = 0.280, alpha = 0.529
energy where psi1 = a/d: 80.6 keV
Newtonian flights, transverse energy E1, 24 phases:
 high: E = 1000.00 keV, psi1 = 14.2 mrad
   estimated encounter length / d = 10.38
   ions that crossed the row: 0 of 24
   largest transverse-energy change / E1 = 4.69e-05
 boundary: E = 80.64 keV, psi1 = 50.0 mrad
   estimated encounter length / d = 2.95
   ions that crossed the row: 0 of 24
   largest transverse-energy change / E1 = 6.45e-03
 low: E = 5.04 keV, psi1 = 200.0 mrad
   estimated encounter length / d = 0.74
   ions that crossed the row: 10 of 24
   largest transverse-energy change / E1 = 2.33e+01
closest approach at 1 MeV: 0.01367 to 0.01378 nm
path within 2 r1 at 1 MeV: flight 4.55 nm, estimate 4.15 nm
Rigid-row limit (change 0.1 E1 or crossing):
 E = 1 MeV: psi1 = 14.20 mrad, alpha = 1.59, psi_c = 22.58 mrad
   r_c = 2.768 pm, r_c/(d psi1) = 0.487, alpha from r_c = d psi1/4: 1.79
 E = 4 MeV: psi1 = 7.10 mrad, alpha = 1.79, psi_c = 12.74 mrad
   r_c = 1.385 pm, r_c/(d psi1) = 0.488, alpha from r_c = d psi1/4: 1.97
 E = 16 MeV: psi1 = 3.55 mrad, alpha = 1.98, psi_c = 7.02 mrad
   r_c = 0.694 pm, r_c/(d psi1) = 0.489, alpha from r_c = d psi1/4: 2.14
```
